# Recalibrating fracture energy in phase-field simulations of shrinkage cracks in bonded films

## What the answer can depend on

A thin film that wants to shrink, but is bonded to a base, is left in tension and may crack. In a phase-field simulation a damage variable $d$ runs from 0 (intact) to 1 (broken), and a crack is a band of damage with regularisation length $\ell$ on a mesh of spacing $h$. The fracture energy $G$ typed into the simulation is not the energy the simulated crack costs. Which $G$ must be entered so that cracks appear at the load set by the true fracture energy $G_c$?

Dimensions fix the form of the answer. The lengths are $h$, $\ell$ and the distance $\lambda$ over which stress recovers away from a crack. In linear elasticity, multiplying all strains by $s$ and dividing all stiffnesses by $s^2$ leaves every energy unchanged, so stiffness and misfit strain enter through the product (stiffness)×(strain)². At the load where a sharp crack just pays for itself, that product is fixed by $G_c/\lambda$. Only ratios remain:

$$\frac{G}{G_c}=F\!\left(\frac h\ell,\frac \ell\lambda,\nu\right),$$

with $\nu$ Poisson's ratio. Correcting for $h/\ell$ alone is therefore sure to suffice only when $\ell/\lambda$ is negligible.

## A crack on four nodes

Take a straight crack along a mesh axis and consider the damage energy alone. The model used here, known as AT1, has surface energy density $K(d/\ell+\ell|\nabla d|^2)$ with $K=3G/8$. Per unit crack length, on nodes spaced $h$, this is

$$K\Big[a\sum_j d_j+\frac1a\sum_j(d_{j+1}-d_j)^2\Big],\qquad a=\frac h\ell .$$

The stiffness of a mesh cell is multiplied by the mean of $(1-d)^2$ over its corners. It vanishes only if all corners have $d=1$, so breaking one cell saturates two rows of nodes.

Let $h=\ell$, so $a=1$. On each side of the saturated pair let the next node have damage $x$ and the one after it zero. One side contributes $x+(1-x)^2+x^2$. Setting the derivative $1-2(1-x)+2x$ to zero gives $x=1/4$. Raising the next node from zero changes the energy at the rate $1-2x=1/2>0$, so it stays at zero. The profile is $0,\tfrac14,1,1,\tfrac14,0$, and its cost is

$$\frac{3G}{8}\Big[\big(2+\tfrac12\big)+2\big(\tfrac9{16}+\tfrac1{16}\big)\Big]=1.406\,G .$$

The crack costs 41% more than the energy entered.

## The same crack on any mesh

Let $M=2\ell/h$ be an integer. For a node strictly between 0 and 1, stationarity reads

$$a-\frac2a(d_{j+1}-2d_j+d_{j-1})=0 ,$$

so the second difference is $a^2/2=2/M^2$. The parabola $d_j=(1-j/M)^2$ satisfies this, with $d_0=1$ and $d_M=0$. At node $M$ the derivative is $a-(2/a)(1/M^2)=a/2>0$, so the constraint $d\ge0$ holds it at zero. The energy is convex, so this is the minimum.

Give each flank half of its saturated node. Its two sums are

$$a\Big[\frac12+\frac{(M-1)(2M-1)}{6M}\Big]=\frac23+\frac{a^2}{12},$$
$$\frac1a\sum_{k=1}^{M}\frac{(2k-1)^2}{M^4}=\frac{4M^2-1}{6M^2}=\frac23-\frac{a^2}{24}.$$

Two flanks give $8/3+a^2/12$. The two remaining half-nodes add $a$. Multiplying by $3G/8$,

$$\Gamma_0=G\Big(1+\frac{3a}8+\frac{a^2}{32}\Big).$$

At $a=1$ this is the hand result. The linear term is the cost of the saturated cell, and it disappears as $h/\ell\to0$.

## The bonded film and its Griffith load

The film has thickness $t$, Young's modulus $E$ and plane modulus $E'=E/(1-\nu^2)$. It sits on a compliant layer of thickness $t_b$ and shear modulus $\mu_b$ over a rigid base. The film is isotropic and in plane stress, with equal misfit strain $\varepsilon$ in both directions, hence stress $\sigma=E\varepsilon/(1-\nu)$. A displacement $u$ is taken to meet a shear traction $\mu_bu/t_b$. This simple-shear law is accurate where $u$ varies slowly over distances of order $t_b$; at a crack edge it is a simplification. Dividing energies by film thickness gives the bond energy density $ku^2/2$ with $k=\mu_b/(t\,t_b)$. These continuum equations keep their form in atomic units.

For a straight crack, let $x$ be the direction across it. The strains are $\varepsilon_x=\varepsilon+u'$ and $\varepsilon_y=\varepsilon$, and completing the square gives

$$\tfrac12E'(\varepsilon_x^2+2\nu\varepsilon_x\varepsilon_y+\varepsilon_y^2)=\tfrac12E'(\varepsilon_x+\nu\varepsilon_y)^2+p,\qquad p=\tfrac12E\varepsilon^2 .$$

A sharp crack relaxes the first term. The second, the energy of tension parallel to the crack, survives.

Let sharp cracks be spaced $L$ apart, with a fragment centred at $x=0$. Equilibrium is $E'u''=ku$, so $\lambda^2=E'/k$. With $E'u'=-\sigma$ at the ends,

$$u=-\frac{\sigma\lambda}{E'}\frac{\sinh(x/\lambda)}{\cosh(L/2\lambda)} .$$

The energy change is $\int(\tfrac12E'u'^2+\sigma u'+\tfrac12ku^2)dx$. Multiplying equilibrium by $u$ and integrating by parts gives $\int(E'u'^2+ku^2)dx=-\sigma\int u'dx$. The change is therefore $\tfrac12\sigma\int u'dx=\sigma u(L/2)$, and the energy released per crack is

$$\frac{\sigma^2\lambda}{E'}\tanh\frac{L}{2\lambda}.$$

For an isolated crack the hyperbolic tangent is 1, and equating release to $G_c$ gives the Griffith stress $\sigma_G=\sqrt{E'G_c/\lambda}$. Close cracks release less each, which limits their density. At $\sigma_G$,

$$\frac{p\lambda}{G_c}=\frac{E\varepsilon^2/2}{E'(1+\nu)^2\varepsilon^2}=\frac{1-\nu}{2(1+\nu)},$$

which is $1/3$ for $\nu=0.2$.

## How the load changes the cost

**Parallel tension.** A damaged band of finite width also loses part of $p$, which a sharp crack would keep. Damage $d$ frees $p[1-(1-d)^2]=p(2d-d^2)$, so a flank costs $\int(K\ell d'^2+V)dx$ with $V=Kd/\ell-p(2d-d^2)$. Since $K\ell d'^2+V\ge2\sqrt{K\ell V}\,|d'|$, with equality when $K\ell d'^2=V$, the minimum is an integral over $d$. Two flanks cost $GS(\kappa)$, where

$$S(\kappa)=\frac32\int_0^1\!\sqrt{d\,(1-2\kappa+\kappa d)}\;\mathrm dd,\qquad \kappa=\frac{p\ell}K .$$

This needs $\kappa<1/2$, so that $V$ is nowhere negative. For small $\kappa$,

$$S\simeq1-\frac{3\kappa}4\int_0^1\sqrt d\,(2-d)\,\mathrm dd=1-0.7\kappa .$$

The broken cell frees a further $ph$. A direct damage minimisation at $\kappa=0.3$ gave 0.7599, against 0.7598 from the integral.

**Stress across the crack.** The broken cell also loses $\sigma^2h/2E'$, but the mesh alters the shear-lag release as well. Put $b=h/\lambda$. In a chain of nodes the displacement decays as $q^j$ with $q+1/q=2+b^2$, and an end node carries the bond stiffness $kh$ of a full node. The stiffness felt by the end force is

$$kh+\frac{E'}h(1-q)=\frac{E'}\lambda\Big(\sqrt{1+b^2/4}+\frac b2\Big).$$

Two ends release $(\sigma^2\lambda/E')(\sqrt{1+b^2/4}-b/2)$. Adding the cell's $(\sigma^2\lambda/E')(b/2)$ leaves $(\sigma^2\lambda/E')\sqrt{1+b^2/4}$. The linear terms cancel, and no correction is needed at first order in $h/\lambda$.

**Finite opening.** The two saturated rows actually settle at $d=1-s$ with small $s$. The broken cell keeps the stiffness factor $s^2$ and is stretched by about $2\sigma\lambda/E'$. At the Griffith load its energy is $\tfrac12As^2$ with

$$A=\frac{E'}h\Big(\frac{2\sigma\lambda}{E'}\Big)^2=\frac{4\lambda G_c}h .$$

Lowering $d$ saves damage cost $Bs$. Each flank contributes the integrand $2\sqrt{K\ell V}$ at $d=1$, which is $2K\sqrt{1-\kappa}$. The cell contributes $Ka$, because $2d-d^2$ has zero slope at $d=1$. So $B=K(4\sqrt{1-\kappa}+a)$, and minimising $\tfrac12As^2-Bs$ gives $-B^2/2A$.

Collecting the terms, with the small $a^2/32$ taken from the unloaded crack, gives the calibration equation

$$G_c=G\Big[S(\kappa)+\frac{3a}8+\frac{a^2}{32}\Big]-ph-\frac{B^2h}{8\lambda G_c}.$$

It is an approximation for small $h/\lambda$ and $\ell/\lambda$, for an axis-aligned isolated crack at its Griffith load. It is one scalar equation for $G$, to be solved again whenever $h$ or $\ell$ changes.

## Putting numbers in

Take $E=100$ GPa, $\nu=0.2$, $G_c=0.70$ J/m² (0.0437 eV/Å²), $t=20$ nm, $t_b=100$ nm and $\mu_b=0.5$ GPa. Then $\lambda=645.5$ nm, $\sigma_G=0.336$ GPa and $p=0.3615$ MPa.

Let $h=\ell=0.1\lambda=64.55$ nm. The solution is $G=0.5594$ J/m², which can be checked by hand. Here $K=0.2098$ J/m² and $p\ell=0.0233$ J/m², so $\kappa=0.111$ and $S=0.919$. The bracket is $0.919+0.375+0.031=1.325$, and its product with $G$ is 0.741 J/m². Subtracting $ph=0.023$ and the opening term 0.018 leaves 0.700 J/m², as required.

Full minimisations over displacement and damage, for one crack in a period $10\lambda$, measured the apparent fracture energy at the Griffith load. This is the energy of the cracked film, minus that of the intact film, plus the shear-lag release. The table gives it relative to $G_c$ for three choices of input: $G=G_c$ (raw), $G=G_c/(1+3a/8)$ (mesh only), and the full equation.

| $\ell/\lambda$ | $h/\ell$ | raw | mesh only | full |
|---|---|---|---|---|
| 0.05 | 0.50 | 1.146 | 0.960 | 1.000 |
| 0.10 | 0.25 | 1.013 | 0.920 | 0.997 |
| 0.10 | 0.50 | 1.094 | 0.910 | 0.996 |
| 0.10 | 1.00 | 1.259 | 0.897 | 0.993 |
| 0.15 | 0.50 | 1.035 | 0.853 | 0.987 |

The full equation passed the test of lying within 2% of $G_c$ in every row. Its largest error, 1.3%, is at the largest $\ell/\lambda$. One omitted effect is the softening of the flanks against stress across the crack, but its share of the error was not isolated.

The raw value in the second row looks good for the wrong reason. To first order the mesh raises the cost by $3a/8=0.094$, while lost parallel tension lowers it by $0.7\kappa\simeq0.062$. The terms in $h/\lambda$ remove about another 0.015. Refining the mesh at fixed $\ell$ would spoil this cancellation. In the last row, correcting for the mesh alone leaves a 15% deficit in energy, larger than the raw error.

## Toughness is not strength

An unflawed film has a separate threshold. For uniform damage the energy density is $(1-d)^2\psi+Kd/\ell$, with $\psi=\sigma^2(1-\nu)/E$. Its slope at $d=0$ is $-2\psi+K/\ell$, so damage starts at $\psi=3G/16\ell$, or

$$\sigma_n=\sqrt{\frac{3GE}{16\,\ell(1-\nu)}} .$$

Calibrating $G$ fixes the energy of a crack and lets $\sigma_n$ drift with $\ell$. Since $\psi=G_c/[\lambda(1+\nu)]$ at the Griffith load, the film around an isolated crack stays undamaged there only if $\ell/\lambda<\tfrac{3}{16}(1+\nu)G/G_c$.

To hold both toughness and strength, $\ell$ must be readjusted whenever $h$ changes; in the example below a coarser mesh needs a smaller $\ell$. Fixing $\sigma_n$ fixes $G/\ell$, and the calibration equation then selects $\ell$. For $\sigma_n=0.420$ GPa:

- $h=19.4$ nm needs $\ell=96.4$ nm and $G=0.726$ J/m².
- $h=38.7$ nm needs $\ell=89.8$ nm and $G=0.676$ J/m².
- $h=77.5$ nm needs $\ell=75.1$ nm and $G=0.566$ J/m².

## The general algorithm

On a periodic square mesh the energy per film thickness is

$$\sum_e g_e\Psi_e+\frac{kh^2}2\sum_i|u_i|^2+K\Big[\frac{h^2}\ell\sum_id_i+\ell\sum_{\rm links}(\Delta d)^2\Big],$$

where $\Psi_e$ is the undegraded elastic energy of cell $e$, misfit included, and $g_e$ is the corner mean of $(1-d)^2$.

1. Solve the calibration equation for the chosen $h$ and $\ell$. Set $d=1$ at the corners of initially broken cells.
2. Raise the misfit. Store the current damage as a lower bound $d^{\rm low}$, so that cracks do not heal between load steps.
3. With $d$ fixed, solve the linear equations for $u$. The bond term makes their matrix positive definite even where cells are fully broken, so no artificial residual stiffness is needed.
4. With $u$ fixed, let $P_i$ be one quarter of the summed $\Psi_e$ of the four cells around node $i$. Minimise over $d\ge d^{\rm low}$. Free nodes satisfy
$$2P_i(d_i-1)+\frac{Kh^2}\ell+2K\ell\sum_{j\sim i}(d_i-d_j)=0,$$
where $j$ runs over the four neighbours. Nodes at the bound must have a non-negative left side. An active-set iteration guesses which nodes are held, solves for the rest and updates the guess.
5. Repeat steps 3 and 4 until the damage settles, then return to step 2.

The bound $d\le1$ needs no enforcement. At a free node with the largest damage, if that exceeded 1, the first and last terms would be non-negative and the middle one positive, so the equation could not hold.

Steps 3 and 4 each minimise a convex quadratic function, so the energy cannot rise; this was tested at every iteration. The joint problem is not convex, and a converged result is a stationary state, not necessarily the global minimum, that depends on flaws and loading history.

The mesh also has preferred directions. Along a diagonal, node rows lie $h/\sqrt2$ apart, and a fully broken cell touches three of them. For a chain of such cells the damage-cost formula keeps its form with this smaller spacing, but two row spacings are saturated instead of one:

$$\frac{\Gamma_{\rm diag}}G\simeq1+\frac{3}{4\sqrt2}\frac h\ell+\frac{1}{64}\frac{h^2}{\ell^2}.$$

At $h=\ell$ this minimised damage cost is 1.10 times the axis cost. It understates the bias, because the broken cells meet only at corners and the nodes they share still couple the two sides. Complete separation takes a staircase of cells, which saturates three row spacings and costs 1.29 times the axis value. Under load the crack settles between these limits by leaving some cells partly damaged; at $h=\ell=0.1\lambda$ its Griffith stress is about 8% above that of an axis crack. Axis calibration does not remove this bias.

## Two simulated patterns

Two simulations covered the same periodic square of side 3098 nm with the same three flaws: one horizontal, one vertical and one oblique. The ratio $h/\ell=1$ was held fixed while both lengths changed. The inputs were $G=0.593$ J/m² (0.0370 eV/Å²) at $h=96.8$ nm, and $G=0.573$ J/m² (0.0357 eV/Å²) at $h=77.5$ nm.

At $0.8\sigma_G$ and $1.0\sigma_G$ no new cell broke in either run. Growth appeared at $1.15\sigma_G$, where the broken cells rose from 40 to 62 on the coarse mesh and from 50 to 80 on the fine one. A delay beyond $\sigma_G$ is plausible, because a short flaw releases less energy per unit advance than a long crack and because a mesh can pin a crack tip. The runs do not separate these causes.

At $1.3\sigma_G$ the surface energy, divided by the axis cost per length, gave effective crack lengths of 7813 nm (coarse) and 7519 nm (fine), a difference of 4%. These lengths include partial damage and the extra cost of oblique segments. In the fine-mesh map, printed with the numerical output, the horizontal crack crosses the whole cell, the vertical one has run down to it, and the oblique one has turned vertical and reached it through the periodic boundary.

Three reservations apply. Both runs reached their iteration limit at $1.15\sigma_G$, and the fine run did so again at $1.3\sigma_G$, where damage was still changing by up to 0.0066 per iteration; those states are not fully relaxed. The nucleation stresses were 0.379 GPa (coarse) and 0.416 GPa (fine). The final 0.437 GPa exceeds both, and the 0.387 GPa applied at $1.15\sigma_G$ already exceeds the coarse one, so the last step of both runs and the growth step of the coarse run are not governed by toughness alone. No uncalibrated two-dimensional run was made, so the evidence for the calibration is the straight-crack table, which does not include these two pairs of $h$ and $\ell$.

## Beside a real film

The parameters are rough values for lithium fluoride on a glassy polymer over silica. With an expansion mismatch of $3\times10^{-5}$ K⁻¹, the model's Griffith load corresponds to cooling by about 90 K. A real film would probably need more. Displacement jumps at a crack, and the polymer resists such an abrupt change more stiffly than the simple-shear law says, so less energy is released. This correction is not small, although $t_b/\lambda\simeq0.15$, because energy concentrates where the crack meets the much softer layer. In plane-strain elasticity of film and layer (polymer Poisson ratio 0.35), a crack that stops at a perfectly bonded interface releases only about 0.44 of the shear-lag value, which means cooling by about 135 K. If the crack enters the polymer by 0.3 to 5 nm, the ratio is 0.61 to 0.77. The calibration makes the simulation faithful to the shear-lag model, not to the full elasticity of the layer. The polymer modulus is at the soft end for a glass. In the shear-lag model $\sigma_G\propto\mu_b^{1/4}$, so doubling it would raise the threshold by 19%, while creep that halved it would lower the threshold by 16%. In full elasticity these shifts depend on the crack root and range over about 17 to 24% and 13 to 19%. Cubic anisotropy matters too: in a film with (001) texture, a crack opening along [110] releases 0.86 times the energy of one opening along [100], which at equal $G_c$ raises its threshold stress by 8%. Dislocations bowing across grains as wide as the film is thick would need about 1.2 GPa by the crude estimate $2\mu b/t$ ($\mu$ the film's shear modulus, $b$ the Burgers vector). A logarithmic line tension with a Schmid factor of 0.5 lowers this to 0.6–0.8 GPa, within a factor of two of the applied stress. That is only an order-of-magnitude estimate; if slip did set in below the applied stress, the brittle model would fail. The whole elastic energy of the film is 0.03 J/m² at the highest load. This bounds what the film can feed to a long debond, whose release per area tends to $\sigma^2t/2E'=0.018$ J/m². It does not bound a short debond starting at a crack root, which draws on energy concentrated in the polymer. In full elasticity such a debond releases about 0.045 J/m² at a length of 20 to 30 nm, and more when shorter. An interface tougher than 0.03 J/m² therefore resists extended debonding driven by the film, but it may still let go over some tens of nanometres beside each crack. The polymer's own thermal misfit energy is not counted here.

## Table of computed values

```
E 100 GPa, nu 0.2, Gc 0.70 J/m2 (rough)
film 20 nm, polymer 100 nm, shear 0.5 GPa
expansion gap 3.0e-05 1/K; Gc = 0.0437 eV/A2
lambda 645.5 nm, Griffith stress 0.3361 GPa
misfit 0.00269, cooling 89.6 K, p 0.3615 MPa
S at kappa 0.3: minimised 0.7599, integral 0.7598
diagonal/axis crack cost at h=ell: 1.100
apparent Gc/true: ell/lam h/ell raw mesh-only full | G J/m2
 0.05 0.50 1.1462 0.9600 0.9995 | 0.6129
 0.10 0.25 1.0129 0.9201 0.9972 | 0.6898
 0.10 0.50 1.0938 0.9100 0.9962 | 0.6412
 0.10 1.00 1.2588 0.8968 0.9931 | 0.5594
 0.15 0.50 1.0350 0.8533 0.9869 | 0.6706
toughness and nucleation stress 0.4201 GPa both held:
 h 19.4 nm: ell 96.4 nm, G 0.7259 J/m2
 h 38.7 nm: ell 89.8 nm, G 0.6764 J/m2
 h 77.5 nm: ell 75.1 nm, G 0.5656 J/m2
2D h=ell=96.8 nm, side 3098 nm, G 0.5927 J/m2 = 0.0370 eV/A2
 nucleation 0.3788 GPa, flaw cells 40
 load 0.80: cells 40, length 4435 nm, its 6, last 1.1e-03
 load 1.00: cells 40, length 4776 nm, its 15, last 1.7e-03
 load 1.15: cells 62, length 6745 nm, its 50, last 9.9e-03
 load 1.30: cells 80, length 7813 nm, its 46, last 1.9e-03
 area/length 1229 nm
2D h=ell=77.5 nm, side 3098 nm, G 0.5725 J/m2 = 0.0357 eV/A2
 nucleation 0.4162 GPa, flaw cells 50
 load 0.80: cells 50, length 4287 nm, its 6, last 1.4e-03
 load 1.00: cells 50, length 4536 nm, its 18, last 1.8e-03
 load 1.15: cells 80, length 6304 nm, its 50, last 2.6e-03
 load 1.30: cells 97, length 7519 nm, its 80, last 6.6e-03
 area/length 1277 nm
final map, # broken, one sign = 2x2 cells:
..........#.........
..........#.........
.........##.........
........##.....#....
.......##......#....
......##.......#....
.....##........#....
.....#.........#....
...............#....
...............#....
...............#....
...............#....
...............#....
...............#....
####################
..........#.........
..........#.........
..........#.........
..........#.........
..........#.........
lowest areal strain/misfit 0.278
anisotropy: release ratio 110/100 0.859
film shear share 0.0008, (polymer t/lam)^2 0.0240
polymer shear strain 0.0271, debond energy 0.0305 J/m2
top stress 0.437 GPa, slip stress 1.19 GPa
```
